\section*{How wide is the ion angular spread behind a collisionless sheath?}

\section*{The question}

Directional plasma etching relies on ions that strike the wafer nearly along its normal. The sheath, the thin layer of positive space charge between plasma and wafer, accelerates the ions toward the surface, but they enter it with some random sideways motion. How far from the normal do they land, how does that angle depend on the plasma and the bias, and how much of it matters at the bottom of a narrow trench?

\section*{What the sheath changes and what it leaves alone}

The algebra uses atomic units, in which the elementary charge is 1, and temperatures are written as energies. The ions are singly charged and have mass $M$. The $z$ axis points along the wafer normal, toward the wafer. Four assumptions define the basic model:
\begin{itemize}
\item the sheath is planar, so its potential depends on $z$ alone;
\item the potential is static;
\item no ion collides inside the sheath;
\item at the sheath edge $v_x$ and $v_y$ follow a Maxwell distribution of temperature $T$, independent of $v_z$.
\end{itemize}

The temperature $T$ belongs to the transverse motion of the ions at the sheath edge. It is not the electron temperature $T_e$, which is usually much larger. It need not equal the gas temperature either, because fields and collisions upstream of the sheath can heat the transverse motion.

In a planar sheath the force has no $x$ or $y$ component, so $v_x$ and $v_y$ keep their entry values. Along $z$, energy conservation gives
\begin{equation}
\tfrac12 M v_z^2 = V+W\equiv E ,
\label{energy}
\end{equation}
where $V$ is the energy gained in the sheath and $W$ the normal energy at entry. The shape of the potential between edge and wafer does not enter.

For $W$ we take the Bohm value, which follows from the space charge near the edge. Let the potential have dropped by a small amount $\varphi$, and let the ions enter with speed $u$. Flux conservation and $v_z^2=u^2+2\varphi/M$ give an ion density $n(1-\varphi/Mu^2)$ to first order. Boltzmann electrons have density $n(1-\varphi/T_e)$. The net charge is positive, as a sheath requires, if $Mu^2>T_e$. At equality the first-order terms cancel, and the next order leaves a positive charge density $n(\varphi/T_e)^2$. The marginal case $u=\sqrt{T_e/M}$ gives $W=T_e/2$.

\section*{The spread and its scaling}

The polar angle $\theta$ from the normal obeys $\tan^2\theta=(v_x^2+v_y^2)/v_z^2$. Each transverse axis has $\langle v_x^2\rangle=T/M$, so the numerator averages to $2T/M$. By (\ref{energy}) the denominator is $2E/M$. The mass cancels:
\begin{equation}
\langle\tan^2\theta\rangle=\frac{2T/M}{2E/M}=\frac{T}{E},
\qquad
(\tan\theta)_{\rm rms}=\sqrt{\frac{T}{E}} .
\label{main}
\end{equation}
Halving the angle therefore takes four times the landing energy, or a quarter of the transverse temperature.

The whole distribution follows as easily. The slopes $t_x=v_x/v_z$ and $t_y=v_y/v_z$ are independent Gaussian variables with variance
\begin{equation}
\sigma^2=\frac{T/M}{2E/M}=\frac{T}{2E}.
\label{sigma}
\end{equation}
Their joint density is $e^{-t^2/2\sigma^2}/(2\pi\sigma^2)$ with $t=\tan\theta$. Multiplying by the ring area $2\pi t\,dt$ gives
\begin{equation}
p(t)=\frac{t}{\sigma^2}e^{-t^2/2\sigma^2}=\frac{2Et}{T}\,e^{-Et^2/T}.
\end{equation}
The fraction of ions below slope $t$ is $1-e^{-Et^2/T}$. Setting it to one half gives the median $\sqrt{T\ln2/E}$. The mean is
\begin{equation}
\langle t\rangle=\frac{2E}{T}\int_0^\infty t^2e^{-Et^2/T}dt
=\frac{2E}{T}\,\frac{\sqrt\pi}{4}\left(\frac{T}{E}\right)^{3/2}
=\sqrt{\frac{\pi T}{4E}} .
\end{equation}
A quoted ``angular spread'' can mean any of these, or the one-axis deviation $\sigma$, which is smaller than the polar rms by $\sqrt2$.

\section*{Numbers for an etcher}

Take $T=0.2$ eV, $T_e=3$ eV and a sheath voltage of 100 V. Then $W=1.5$ eV, $E=101.5$ eV, and
\begin{equation}
(\tan\theta)_{\rm rms}=\sqrt{0.2/101.5}=0.0444 ,
\end{equation}
which is $2.54^\circ$. The median angle is $2.12^\circ$, and the one-axis deviation is $\sigma=0.0314$, or $1.80^\circ$.

Other temperatures and landing energies give these rms slopes, written as angles in degrees. At such small slopes they differ from the rms of the angle itself by less than one percent. The first row is for ions at a gas temperature of 400 K.
\begin{center}
\begin{tabular}{lcccc}
$T$ (eV) & 30 eV & 100 eV & 300 eV & 1000 eV\\
0.0345 & 1.94 & 1.06 & 0.61 & 0.34\\
0.2 & 4.67 & 2.56 & 1.48 & 0.81\\
0.5 & 7.36 & 4.04 & 2.34 & 1.28
\end{tabular}
\end{center}
``A few degrees'' is thus a conditional statement. It holds for transverse temperatures of some tenths of an eV at about 100 eV, or for low landing energies. Ions at gas temperature spread by about one degree at 100 eV, and by less above that. At $T=0.2$ eV the rms angle falls to one degree at $E=656$ eV.

\section*{Does the spread along the normal matter?}

The entry speed along $z$ also has a thermal spread, which (\ref{main}) ignores. Let the density of $v_z$ at the edge be a Gaussian of variance $T/M$ about $u=\sqrt{T_e/M}$. Faster ions arrive more often, so averages over arriving ions carry a weight $v_z$. For $T\ll T_e$ the tail at negative $v_z$ is negligible, and the mean entry energy is
\begin{equation}
\langle w\rangle=\frac M2\frac{\langle v_z^3\rangle}{\langle v_z\rangle}
=\frac M2\,\frac{u^3+3uT/M}{u}=\frac{T_e}{2}+\frac{3T}{2},
\end{equation}
where the averages in the quotient are unweighted. To first order in $T/E$, and for $T_e\ll E$ so that the variance of $w$ can be dropped,
\begin{equation}
\langle\tan^2\theta\rangle=T\left\langle\frac1{V+w}\right\rangle
\simeq\frac TE\left(1-\frac{3T}{2E}\right).
\end{equation}
The square root changes the rms slope by the fraction $-3T/(4E)$, here $-0.15\%$. This is negligible. The estimate needs a sheath voltage well above $T_e$; at lower voltages the variance of $w$ must be kept.

\section*{What reaches the floor of a trench?}

Consider a long trench of width $b$, depth $h$ and aspect ratio $A=h/b$. Ions enter uniformly across the opening. Motion along the trench does not bring an ion to a wall, so $t_x$ alone matters. An ion shifts sideways by $h|t_x|$ on its way down, and it misses both walls if it enters within the remaining width $b-h|t_x|$. Its chance of reaching the floor directly is therefore $1-A|t_x|$, or zero when this is negative.

Averaging over the Gaussian $t_x=\sigma y$, with $a=1/(A\sigma)$, gives
\begin{align}
F&=\int_{-a}^{a}\left(1-\frac{|y|}{a}\right)\frac{e^{-y^2/2}}{\sqrt{2\pi}}\,dy\nonumber\\
&=\operatorname{erf}\!\left(\frac{a}{\sqrt2}\right)
-\frac{2}{a\sqrt{2\pi}}\int_0^a y\,e^{-y^2/2}dy\nonumber\\
&=\operatorname{erf}\!\left(\frac{a}{\sqrt2}\right)
-\sqrt{\frac2\pi}\,\frac{1-e^{-a^2/2}}{a}.
\label{floor}
\end{align}

Two limits show the scaling. In a shallow trench $a\gg1$, the error function tends to 1 and the exponential to 0, so the fraction that strikes a wall is
\begin{equation}
1-F\simeq\sqrt{\frac2\pi}\,A\sigma=A\sqrt{\frac{T}{\pi E}} .
\end{equation}
In a very deep trench $a\ll1$, the error function is about $\sqrt{2/\pi}\,a$ and the second term about $\sqrt{2/\pi}\,a/2$. Their difference is
\begin{equation}
F\simeq\frac{a}{\sqrt{2\pi}}=\frac1A\sqrt{\frac{E}{\pi T}} .
\end{equation}
Between these limits, at $A=1/\sigma$ (about 32 in the example), (\ref{floor}) gives $F=0.37$.

For a trench 50 nm wide and 500 nm deep, $A=10$, and (\ref{floor}) gives $F=0.750$. A random sample of ions with the temperatures and voltage above, sent through this trench, gave 0.748. So an rms angle of only $2.54^\circ$ sends a quarter of the ions into the sidewalls. The model counts these as lost to the floor. A real ion at grazing incidence may be reflected and still arrive there.

\section*{Is the sheath thin enough to be collisionless?}

The sheath thickness follows from Poisson's equation. Let $\varphi$ be the potential drop from the edge, $\eta=\varphi/T_e$, and $\zeta=z/\lambda_D$ with $\lambda_D^2=T_e/(4\pi n)$, where $n$ is the density at the edge. Ions that enter at the Bohm speed have density $n/\sqrt{1+2\eta}$, and the electrons have density $ne^{-\eta}$. Hence
\begin{equation}
\frac{d^2\eta}{d\zeta^2}=\frac1{\sqrt{1+2\eta}}-e^{-\eta}.
\end{equation}
Multiply by $d\eta/d\zeta$ and integrate from the edge, where $\eta$ and its slope vanish:
\begin{equation}
\frac12\left(\frac{d\eta}{d\zeta}\right)^2=\sqrt{1+2\eta}+e^{-\eta}-2 .
\label{first}
\end{equation}
For $\eta\gg1$ the right side tends to $\sqrt{2\eta}$, so $d\eta/d\zeta=2^{3/4}\eta^{1/4}$. Using this form down to $\eta=0$ and integrating gives $\tfrac43\eta^{3/4}=2^{3/4}\zeta$. At the wafer $\eta=V/T_e$, which yields the Child thickness
\begin{equation}
s=\frac{\sqrt2}{3}\left(\frac{2V}{T_e}\right)^{3/4}\lambda_D .
\end{equation}

With $n=10^{11}$ cm$^{-3}$ the Debye length is 40.7 $\mu$m and $s=448$ $\mu$m. This is thousands of times the trench width, which supports treating the sheath as planar over a feature far from the wafer edge. Near the edge of the sheath the electrons cancel much of the ion charge, the field is weak, and the true layer is longer. By (\ref{first}) the distance to $\eta$ is infinite when measured from $\eta=0$, so a starting point must be chosen. Counted from a drop of $0.1\,T_e$, the length is 859 $\mu$m.

The mean free path is $\lambda=1/(n_g\sigma_c)$, with gas density $n_g$ and collision cross section $\sigma_c$. At 5 mTorr and 400 K, with a rough $\sigma_c=1$ nm$^2$, it is about 8.3 mm. The fraction of ions that collide is
\begin{equation}
1-e^{-0.86/8.3}\simeq0.10 .
\end{equation}
With this starting point and cross section, about one ion in ten falls outside the model. A start closer to the sheath edge gives a longer path and a larger fraction. At fixed sheath length this fraction grows in proportion to pressure while it is small. Such ions can land with a lower normal energy or a larger transverse one, so they can feed the wings of the angular distribution. The rms angle is sensitive to such wings. An ion of energy $w$ that scatters isotropically in the centre-of-mass frame off a slow atom of equal mass leaves with a mean transverse energy $w/6$, which deep in the sheath is several eV against $T=0.2$ eV. If a quarter of the collisions were of this kind and the rest charge exchange, the rms angle would be about $3.7^\circ$ instead of $2.54^\circ$, while the median and $F$ would hardly move. Charge exchange alone leaves the rms near $2.5^\circ$.

\section*{What does an rf bias do?}

The wafer bias can be an rf voltage. Let the sheath voltage be $V(1+m\sin\phi)$ with phase $\phi$, and let the ion flux into the sheath be constant in time. If the voltage hardly changes while an ion crosses, (\ref{main}) holds at each phase, and $1/E$ must be averaged. With $q=\tan(\phi/2)$,
\begin{align}
\left\langle\frac1E\right\rangle
&=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\phi}{E+mV\sin\phi}
=\frac1\pi\int_{-\infty}^{\infty}\frac{dq}{Eq^2+2mVq+E}\nonumber\\
&=\frac1{\sqrt{E^2-m^2V^2}} ,
\end{align}
where $E$ on the right is the landing energy at the mean voltage. The low-voltage part of the cycle dominates the widening. For $m=0.8$ the root is $\sqrt{101.5^2-80^2}=62.5$ eV, and the rms angle rises from $2.54^\circ$ to $3.24^\circ$. The value $m=0.8$ is an assumption. On a wafer that draws no dc current the mean electron flux must equal the ion flux, and for these $V$ and $T_e$ and 40 u ions a sinusoidal voltage then needs $m\simeq0.94$, which gives about $4.1^\circ$. In the opposite limit an ion crosses during many periods, feels the mean field, and (\ref{main}) returns.

The transit time separates the two. In the Child sheath $\varphi=V(z/s)^{4/3}$, so an ion that starts at rest has speed $v_f(z/s)^{2/3}$ with $v_f=\sqrt{2V/M}$, and
\begin{equation}
\tau=\int_0^s\frac{dz}{v_f(z/s)^{2/3}}=\frac{3s}{v_f}
=3s\sqrt{\frac{M}{2V}} .
\end{equation}
Here the mass does enter. For 40 u, $\tau=61.2$ ns; entry at the Bohm speed shortens it to 43.2 ns in the same field. These times leave out the weak-field region, where the ions move at little more than the Bohm speed. In the static sheath, a crossing counted from a drop of $0.1\,T_e$ takes about three times the 43.2 ns.

Trajectories were integrated through a Child field with its thickness held at 448 $\mu$m and its strength following the voltage. At 2 MHz the transit takes 0.09 of a period, landing energies run from 23.4 to 181.2 eV, and the rms angle is $3.13^\circ$, close to the slow limit. At 13.56 MHz the transit takes 0.59 of a period, the energies run from 49.5 to 164.2 eV, and the angle is $2.49^\circ$.

This last value lies slightly below the static $2.54^\circ$, although the energies are widely spread. Since $\langle1/E\rangle\ge1/\langle E\rangle$, the angle requires a mean landing energy of at least about 105 eV, above the static 101.5 eV. The oscillating field therefore does net work on the ions at this frequency; the mean is in fact about 123 eV. The sign depends on frequency: at 27 MHz the mean is about 97.5 eV and the angle $2.65^\circ$. A real sheath also changes its thickness during the cycle and has the weak-field region left out here, so neither this small narrowing nor the value at 2 MHz should be carried over to a reactor.

\section*{Can the trench itself bend the ions?}

Electrons and ions reach different parts of an insulating trench, and the walls can charge. Suppose a potential difference $U$ stands across the width $b$ over the whole depth. The sideways acceleration is $U/(bM)$ and acts for a time $h/v_z$, so the slope gained is
\begin{equation}
\Delta t_x=\frac{U}{bM}\,\frac{h}{v_z^2}=\frac{UA}{2E}.
\end{equation}
For $U=1$ V this is $10/203=0.049$, or $2.82^\circ$, and the landing point moves by $h\,\Delta t_x/2=12.3$ nm, a quarter of the trench width. One volt is thus enough to match the thermal spread. For ions of one landing energy the deflection is a common shift and not a random spread. It falls as $1/E$, faster than the thermal angle, so under a slow rf bias it differs from ion to ion.

\section*{How close is this to a real etcher?}

The inputs are round values, roughly typical of a low-pressure inductively coupled plasma etcher with a biased wafer. The least certain is $T$, which depends on the source and on collisions upstream; between 0.0345 and 0.5 eV it moves the angle at 100 eV from $1.06^\circ$ to $4.04^\circ$. An rf bias breaks the static-sheath assumption. In the model with fixed sheath thickness, at 2 MHz and the assumed modulation, the angle rises from $2.54^\circ$ to $3.13^\circ$; a deeper modulation gives more (about $3.6^\circ$ at $m=0.94$), and a sheath that moves during the cycle can give a different value. With the sheath length and cross section assumed here, collisions affect about a tenth of the ions, enough to dominate the rms angle, though not the median, if a part of them scatter through large angles, and a charged trench can add a deflection as large as the spread itself. In a static sheath, raising the bias narrows the beam as $E^{-1/2}$ provided that $T$ stays fixed and the sheath stays nearly collisionless. The second condition tightens with bias, because the sheath thickens at fixed density and electron temperature. The Child thickness grows as $V^{3/4}$; the full length, with the weak-field region included, grows by a smaller factor (locally about as $V^{0.45}$ at 100 V), although it gains slightly more micrometres per volt, because by (\ref{first}) its field is everywhere weaker than the Child field. The values used here are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
transverse ion temperature: 0.20 eV
electron temperature: 3.0 eV
mean sheath voltage: 100 V
Bohm entry energy: 1.50 eV
normal landing energy E: 101.5 eV
ion mass: 40 u
sheath-edge density: 1.0e+11 cm^-3
rms tan(theta): 0.04439
rms polar angle: 2.54 degrees
mean polar slope as angle: 2.25 degrees
median polar angle: 2.12 degrees
one-axis deviation sigma: 0.03139
one-axis deviation as angle: 1.80 degrees
gas temperature: 400 K
gas temperature as energy: 0.0345 eV
rms polar angle in degrees, by T and landing energy E:
  T = 0.0345 eV; 30 eV: 1.94, 100 eV: 1.06, 300 eV: 0.61, 1000 eV: 0.34
  T = 0.2000 eV; 30 eV: 4.67, 100 eV: 2.56, 300 eV: 1.48, 1000 eV: 0.81
  T = 0.5000 eV; 30 eV: 7.36, 100 eV: 4.04, 300 eV: 2.34, 1000 eV: 1.28
E for rms 1 degree at T = 0.2 eV: 656 eV
trench width: 50 nm
trench depth: 500 nm
trench depth/width: 10
floor fraction, formula: 0.750
floor fraction, sampled ions: 0.748
sidewall fraction, formula: 0.250
normal thermal spread, rms change: -0.14 %
same change, formula: -0.15 %
Debye length: 40.7 um
Child sheath thickness: 448 um
sheath with electrons, from 0.1 Te drop: 859 um
gas pressure: 5 mTorr
assumed collision cross section: 1.0 nm^2
ion mean free path: 8285 um
fraction colliding in sheath: 9.8 %
Child transit time, zero entry speed: 61.2 ns
transit time with Bohm entry: 43.2 ns
relative rf voltage amplitude: 0.8
slow-rf limit, rms angle: 3.24 degrees
rf 2.00 MHz: transit/period 0.09
  landing energies 23.4 to 181.2 eV
  rms angle 3.13 degrees
rf 13.56 MHz: transit/period 0.59
  landing energies 49.5 to 164.2 eV
  rms angle 2.49 degrees
assumed charging difference: 1.0 V
charging deflection at floor: 2.82 degrees
charging lateral shift at floor: 12.3 nm
\end{verbatim}
